# Class-A output power density from drain current and voltage swings

## Problem

A radio-frequency power transistor has a drain current that can be driven between 0 and 1 A per millimetre of gate width. Its drain voltage may move between 5 V and 95 V. The lower voltage limit is the knee, below which the transistor can no longer carry its full current. The upper limit is set by the voltage that the device is allowed to withstand.

The transistor works in class A: it conducts throughout the cycle, touching zero current at most at one instant. Its drain current and drain voltage are both sinusoids about their bias values. The word "swing" means the peak-to-peak range, so the current swing is $\Delta I=1$ A/mm and the voltage swing is $\Delta V=95-5=90$ V.

The device is idealized as follows. The knee is sharp, and the current and voltage limits do not change during operation. The direct current arrives through an inductor that has no resistance and is large enough to block the signal, and the load is coupled through a capacitor that blocks direct current and passes the signal freely. The matching network has no loss, and at the signal frequency the transistor's current source sees a pure resistance.

1. Estimate the greatest output power per millimetre of gate width by scaling.
2. Find it exactly, with the bias and the load resistance that produce it.
3. Find the supply power, the heat and the efficiency.
4. Compare the estimate with the exact result, and find how far heating, charge trapping and output capacitance would move the answer in a device of this kind.

## A first estimate by scaling

The load receives only the alternating parts of the current and voltage. Shifting either window bodily, while moving the bias with it, leaves these parts unchanged. The greatest output power can therefore depend on the widths of the windows, $\Delta I$ and $\Delta V$, but not on their positions. The frequency does not enter either, because the load is resistive and the power is averaged over a whole cycle.

Current per width times voltage is power per width. No other combination of these two quantities has the right unit, so

$$
P=k\,\Delta I\,\Delta V ,
$$

where $k$ is a pure number. Scaling cannot supply $k$, but its size can be guessed. A quantity that fills its window about the centre departs from the centre by at most half the swing. Taking this largest departure as typical for both quantities gives $k\approx\frac12\times\frac12=\frac14$, and hence

$$
P_{\rm est}=\frac{\Delta I}{2}\,\frac{\Delta V}{2}
=0.50\times45=22.5\ \text{W/mm}.
$$

The estimate must be too high for sinusoids, since a sinusoid reaches its extremes only momentarily.

## Exact solution

### Waveforms and signs

Let $\theta=\omega t$ be the phase of the signal, with $\omega$ its angular frequency. Count the drain current $i$ as positive when it flows into the drain, and write

$$
i=I_0+I_1\cos\theta ,
$$

where $I_0$ is the bias current and $I_1$ the amplitude. The feed inductor carries the steady current $I_0$. When the transistor draws more than $I_0$, the excess must come out of the load branch. The current flowing from the drain into the load is therefore

$$
i_{\rm load}=I_0-i=-I_1\cos\theta .
$$

The inductor has no average voltage across it, so the average drain voltage equals the supply voltage $V_0$. The blocking capacitor holds this steady part, and the load resistance $R$ receives the remainder:

$$
v-V_0=R\,i_{\rm load}=-RI_1\cos\theta .
$$

With $V_1=RI_1$, the drain voltage is

$$
v=V_0-V_1\cos\theta .
$$

The minus sign says that the drain voltage is lowest when the drain current is highest. Because currents are given per millimetre of width, $R$ has the unit ohm mm; dividing it by the gate width gives the resistance in ohm.

### Average power

The power delivered to the load is the average of its voltage times its current. With angle brackets for the average over one cycle,

$$
P=\langle (v-V_0)\,i_{\rm load}\rangle
=\langle(-V_1\cos\theta)(-I_1\cos\theta)\rangle
=V_1I_1\langle\cos^2\theta\rangle .
$$

The two minus signs cancel, so power flows into the load. Since $\cos^2\theta=\frac12(1+\cos2\theta)$ and $\cos2\theta$ averages to zero,

$$
P=\frac{V_1I_1}{2}.
$$

### The largest permitted amplitudes

The current must stay inside its window at both extremes:

$$
I_0-I_1\ge I_{\min},\qquad I_0+I_1\le I_{\max}.
$$

Subtracting the first condition from the second gives $2I_1\le I_{\max}-I_{\min}=\Delta I$. The same argument for the voltage gives $2V_1\le\Delta V$. Therefore

$$
P\le\frac12\,\frac{\Delta V}{2}\,\frac{\Delta I}{2}
=\frac{\Delta I\,\Delta V}{8}.
$$

Of the three factors of one half, two convert swings to amplitudes and one comes from the average of $\cos^2\theta$. Inserting the swings as if they were amplitudes would give $\frac12\times1\times90=45$ W/mm, four times too much.

A reactive load cannot beat this bound. It shifts the voltage by some phase $\varphi$, so that $v-V_0=-V_1\cos(\theta+\varphi)$. The average then contains

$$
\langle\cos\theta\cos(\theta+\varphi)\rangle
=\tfrac12\langle\cos\varphi+\cos(2\theta+\varphi)\rangle
=\tfrac12\cos\varphi ,
$$

and the power becomes $\frac12V_1I_1\cos\varphi$. The limits on the amplitudes are unchanged and $\cos\varphi\le1$, so the bound still holds.

### Bias and load

The bound is reached when both amplitudes are half their swings and $\varphi=0$. Both extremes of each quantity then lie on the edges of its window, which requires central bias:

$$
I_0=\frac{0+1}{2}=0.50\ \text{A/mm},\qquad
V_0=\frac{5+95}{2}=50\ \text{V}.
$$

The load must turn the full current amplitude into the full voltage amplitude:

$$
R_{\rm opt}=\frac{V_1}{I_1}=\frac{\Delta V}{\Delta I}
=\frac{90}{1}=90\ \text{ohm mm}.
$$

The greatest output power density is

$$
P=\frac{\Delta I\,\Delta V}{8}=\frac{1\times90}{8}=11.25\ \text{W/mm}.
$$

A numerical search supports the optimum. It covered bias voltages from 10 to 90 V, bias currents from 0.1 to 0.9 A/mm and resistive loads from 30 to 180 ohm mm, and rejected every waveform that left its window. The best case was 11.25 W/mm, at 50 V, 0.5 A/mm and 90 ohm mm.

A device with 1.0 mm of gate width, all of it working alike, would deliver 11.25 W into 90 ohm. Relative to 1 mW this is $10\log_{10}(11.25/0.001)=40.5$ dBm.

### A load that is not the best one

Keep the central bias and change $R$. If $R<R_{\rm opt}$, the current reaches its limits first. Then $I_1=\Delta I/2$ and $V_1=R\,\Delta I/2$, so

$$
P=\frac12\,\frac{R\,\Delta I}{2}\,\frac{\Delta I}{2}
=\frac{R\,\Delta I^2}{8}.
$$

If $R>R_{\rm opt}$, the voltage reaches its limits first, and the drive must be reduced to keep the waveform sinusoidal. Then $V_1=\Delta V/2$ and $I_1=\Delta V/(2R)$, so

$$
P=\frac12\,\frac{\Delta V}{2}\,\frac{\Delta V}{2R}
=\frac{\Delta V^2}{8R}.
$$

The two expressions meet at $R_{\rm opt}$. At half the best load, 45 ohm mm, the first gives $45\times1^2/8=5.625$ W/mm. At twice the best load, 180 ohm mm, the second gives $90^2/(8\times180)=5.625$ W/mm. An error by a factor of two in either direction costs half the power, for different reasons: the first load leaves half the voltage window unused, the second half the current window.

### Supply power, heat and efficiency

The supply has constant voltage $V_0$ and delivers the average current $I_0$:

$$
P_{\rm dc}=V_0I_0=50\times0.50=25.00\ \text{W/mm}.
$$

The heat produced in the transistor is the average of $vi$. Multiplying out the waveforms,

$$
\langle vi\rangle
=V_0I_0+V_0I_1\langle\cos\theta\rangle
-V_1I_0\langle\cos\theta\rangle
-V_1I_1\langle\cos^2\theta\rangle
=V_0I_0-\frac{V_1I_1}{2},
$$

because $\cos\theta$ averages to zero. This is the supply power minus the output power:

$$
P_{\rm heat}=25.00-11.25=13.75\ \text{W/mm}.
$$

The drain efficiency is $11.25/25.00=45.0\,\%$. Its dependence on the knee follows from $I_{\min}=0$, which makes $I_0=\Delta I/2$:

$$
\eta=\frac{\Delta I\,\Delta V/8}{V_0\,\Delta I/2}
=\frac{\Delta V}{4V_0}
=\frac12\,\frac{V_{\max}-V_{\min}}{V_{\max}+V_{\min}} .
$$

For a knee at zero voltage this becomes 50 %. The 5 V knee lowers it to $\frac12\times90/100=45\,\%$.

At fixed bias the supply power does not depend on the signal amplitude. Without a signal, all 25 W/mm become heat. This ideal class-A stage is therefore cooler at full output than at rest.

## Comparison of the estimate with the exact result

Scaling gave the correct dependence on both swings. Doubling the voltage swing at fixed current swing doubles the power, provided that the load resistance and the bias are adjusted to the new window. The estimated coefficient, $\frac14$, is twice the exact $\frac18$. The missing factor is $\langle\cos^2\theta\rangle=\frac12$.

The estimate of 22.5 W/mm has a meaning of its own: it bounds the total load power for periodic waveforms of any shape in the same windows, with the same lossless feed and network. For such waveforms the load power is $-\langle(v-\langle v\rangle)(i-\langle i\rangle)\rangle$, the supply power minus the heat. By the Cauchy–Schwarz inequality it cannot exceed the product of the root-mean-square deviations of $v$ and $i$ from their averages. The mean square deviation from the average is no larger than that from the centre of the window, and the latter is at most the square of half the swing. The product is thus at most $(\Delta V/2)(\Delta I/2)$.

Square waves in opposite phase reach this bound, since they are always at an edge of their windows and spend equal time at each edge, so that their averages lie at the centres. If the current is high for a fraction $d$ of the cycle instead, the power is $d(1-d)\,\Delta I\,\Delta V$, which reaches the bound only at $d=\frac12$. Part of their power lies in harmonics. The fundamental amplitude of a square wave that switches between $+A$ and $-A$ in step with $\cos\theta$ is

$$
2\langle A|\cos\theta|\rangle=2A\,\frac{2}{\pi}=\frac{4}{\pi}A .
$$

Both the current and the voltage gain this factor over a sinusoid of amplitude $A$. The power at the fundamental is therefore

$$
\left(\frac4\pi\right)^2\frac{\Delta I\,\Delta V}{8}
=1.621\times11.25=18.24\ \text{W/mm}.
$$

The value 11.25 W/mm is thus a ceiling for drain current and voltage that are both sinusoidal, not for every way of using the transistor. An overdriven stage with flattened waveforms can exceed it, but it is no longer the linear class-A stage of the problem.

## What a real device changes

The windows chosen here lie in the regime of gallium nitride transistors on silicon carbide, for which a current near 1 A/mm, a knee of several volts and a supply near 50 V are reasonable rough values. The parameters below are also rough. Each effect is sized separately, with the others left out, so the reductions should not simply be added.

### Self-heating

Let the thermal resistance be $R_{\rm th}=10$ K mm/W and the base temperature 300 K. Suppose that the current limit of 1 A/mm applies to a channel at 300 K and falls by the fraction $\alpha=0.0015$ of that value per kelvin of heating. Take the signal to be so fast that the temperature cannot follow it within a cycle; the average heat then sets the temperature.

Let heating multiply the whole current waveform by $s$. If the load is raised to $R_{\rm opt}/s$, the voltage waveform stays as before, and both heat and output are multiplied by $s$. The temperature rise is then $R_{\rm th}\,sP_{\rm heat}$, and the current factor must satisfy

$$
s=1-\alpha R_{\rm th}\,sP_{\rm heat}.
$$

Collecting the terms in $s$ gives

$$
s=\frac{1}{1+\alpha R_{\rm th}P_{\rm heat}}
=\frac{1}{1+0.0015\times10\times13.75}=0.829 .
$$

The temperature rise is $0.829\times10\times13.75=114$ K, which puts the channel at 414 K. The output falls to $0.829\times11.25=9.33$ W/mm, 17 % below the ideal value, with the load rematched to 109 ohm mm. If the 1 A/mm had been specified for the channel at its actual operating temperature, this reduction would already be included and should not be applied again. The estimate holds the thermal resistance and the knee fixed. In gallium nitride on silicon carbide the thermal conductivity falls and the on-resistance rises with temperature, so both the temperature rise and the loss of power tend to be larger than found here.

### Charge trapping

Charge trapped near the channel can raise the knee and lower the maximum current during high-voltage operation. Take a knee of 10 V and a maximum current of 0.90 A/mm, and hold the supply at 50 V. A symmetric voltage waveform can then fall by only 40 V, so its swing is $2(50-10)=80$ V. With the bias current recentred and the load changed to $80/0.90=88.9$ ohm mm,

$$
P=\frac{0.90\times80}{8}=9.00\ \text{W/mm},
$$

which is 20 % below the ideal value. Part of this loss comes from holding the supply fixed, which leaves the range from 90 to 95 V unused. Recentring the supply at 52.5 V gives a swing of 85 V and $0.90\times85/8=9.56$ W/mm, 15 % below the ideal value.

### Output capacitance

A capacitance $C$ between drain and source carries part of the alternating current. At fixed $R$ and fixed drive, the current amplitude $I_1$ feeds the admittance $1/R+j\omega C$, where $j$ is the imaginary unit. The voltage amplitude is

$$
V_1=\frac{I_1}{\sqrt{1/R^2+\omega^2C^2}}
=\frac{RI_1}{\sqrt{1+(\omega RC)^2}} .
$$

The resistance receives $V_1^2/(2R)$, so

$$
P=\frac{RI_1^2}{2}\,\frac{1}{1+(\omega RC)^2}.
$$

For $C=0.30$ pF/mm at 10 GHz and $R=90$ ohm mm, $\omega RC=1.696$. The power is $11.25/(1+1.696^2)=2.90$ W/mm, about a quarter of the ideal value. Rematching the resistance alone helps little. The expression is largest at $\omega RC=1$, that is at $R=53$ ohm mm, where it equals $I_1^2/(4\omega C)=3.32$ W/mm.

This loss can be tuned out. A shunt inductance $L$ adds $1/(j\omega L)=-j/(\omega L)$ to the admittance, which cancels $j\omega C$ when $\omega^2LC=1$. Integrating the circuit equations in time with this capacitance and a resonant feed inductor gave 11.25 W/mm again. The cancellation holds at one frequency. The formula $\Delta I\,\Delta V/8$ therefore presumes an output tuned at the signal frequency, unless $\omega RC$ is much smaller than one.

### Breakdown

When the drain is at 95 V the gate is at its most negative, taken as −4 V, so the gate-drain voltage is 99 V. Across a spacing of 3.0 µm the mean field is 0.33 MV/cm, against a rough critical field of 3 MV/cm. The field is not uniform, however, and crowds at the gate edge. On these numbers the peak field may be at most about 9 times the mean. This factor is not a safety margin. The voltage falls only across the depleted stretch of channel next to the gate. For a bare gate edge and an electron sheet near $10^{13}$ cm$^{-2}$ this stretch is only a few tenths of a micrometre long, and 99 V across 0.33 µm is already 3 MV/cm. Devices run at such voltages use field plates to spread the field. Whether a given device meets this condition depends on its geometry, which is not modelled here. The condition does not change the formula, but it must be met before the 95 V limit may be used.

### Reading the result

With the output tuned, heating lowers the ideal figure by 17 % and trapping at fixed supply by 20 % for these parameters. Losses in the matching network would lower it further, by an amount not calculated here. A rounded knee lowers it if the current at 5 V is still short of its full value. If 5 V marks the point where full current is reached, rounding only enlarges the allowed region and cannot lower the power. The 11.25 W/mm is best read as the limit that the two windows set when drain current and voltage are both sinusoidal, and not as a prediction for a particular transistor. The numerical output below lists the values used.

## Computed values

```
Current swing, peak to peak: 1.00 A/mm
Drain voltage limits: 5 V and 95 V
Voltage swing, peak to peak: 90 V
Current amplitude: 0.50 A/mm
Voltage amplitude: 45 V
Bias current: 0.50 A/mm
Bias voltage: 50 V
Best load: 90 ohm mm
Output power, formula: 11.25 W/mm
Output power, brute-force search: 11.25 W/mm
Output power, circuit in time: 11.2500 W/mm
Wrong result if swings taken as amplitudes: 45.00 W/mm
Power with half the best load: 5.625 W/mm
Power with twice the best load: 5.625 W/mm
Supply power: 25.00 W/mm
Heat in device: 13.75 W/mm
Drain efficiency: 45.0 %
Gate width of example device: 1.0 mm
Output of example device: 11.25 W = 40.5 dBm
Load of example device: 90 ohm
Square waves, fundamental power: 18.24 W/mm
Square-wave power factor (4/pi)^2: 1.621
Thermal resistance (rough): 10 K mm/W
Current loss on heating (rough): 0.15 % per K
Base temperature: 300 K
Temperature rise, current loss ignored: 138 K
Temperature rise, self-consistent: 114 K
Channel temperature, self-consistent: 414 K
Current factor with heating: 0.829
Rematched load with heating: 109 ohm mm
Output power with heating: 9.33 W/mm
Knee voltage with trapping (rough): 10 V
Maximum current with trapping (rough): 0.90 A/mm
Voltage swing with trapping: 80 V
Rematched load with trapping: 88.9 ohm mm
Output power with trapping: 9.00 W/mm
Frequency: 10 GHz
Output capacitance (rough): 0.30 pF/mm
omega R C: 1.696
Output power, capacitance untuned: 2.90 W/mm
Lowest gate voltage (rough): -4 V
Peak gate-drain voltage: 99 V
Gate-drain spacing (rough): 3.0 um
Mean gate-drain field at peak: 0.33 MV/cm
Critical field (rough): 3 MV/cm
Tolerable peak-to-mean field ratio: 9.1
```
